**Adiabatic current-induced force from occupied scattering states**

The program examines $F=2\sum_\alpha\int dE\,f_\alpha w_\alpha$ with $w_\alpha=-\langle\psi_{\alpha E}|\partial_xH|\psi_{\alpha E}\rangle$. Here $x$ is the ion coordinate, $H$ the electron Hamiltonian, $f_\alpha$ the occupation of lead $\alpha=L,R$, and $\psi_{\alpha E}$ the energy-normalized state incident from that lead. For a tight-binding chain, it asserts that the kernels agree with finite differences of the scattering matrix and with closed expressions, and that the scattering states are complete at the ion. It also asserts agreement of the force and current with time propagation of a finite chain, and of the equilibrium force with the slope of the grand potential. Further assertions cover the linear velocity dependence of the lag force and the momentum-transfer formula for a continuum barrier. The output gives a force of 0.0565 eV/Å on the symmetric ion, along the electron flow, and the opposite force when the ion level changes sign. At 300 m/s the lag force is $-0.00237$ eV/Å, about 4% of the symmetric-ion force in magnitude.

## Verification by program

```python
"""Current-induced force from occupied scattering states.

Result under test (factor 2 is spin):
    F = 2 * integral dE [f_L(E) w_L(E) + f_R(E) w_R(E)],
    w_a = -<psi_a| dH/dx |psi_a>, with energy-normalized states psi_a
    incident from lead a = L or R.
Model: infinite chain, lead hopping -t, one ion with level eps and bonds
-bL = -b exp(-q x), -bR = -b exp(q x); x is the ion displacement.
Energies are in eV, lengths in angstrom, times in hbar/eV.
The independent road is time propagation of finite chains, derivatives of
the S matrix and grand potential, and a continuum scattering calculation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import expit

t, b, q, eps_ion = 1.0, 0.8, 1.0, -0.3
kT, mu_L, mu_R = 0.05, 0.2, -0.2
x_shift = 0.05
hbar_eVs = const.hbar / const.e
to_nN = const.e / const.angstrom * 1e9


def fermi(energy, mu):
    return expit((mu - energy) / kT)


def bonds(x):
    return b * np.exp(-q * x), b * np.exp(q * x)


def match_wave(k, b_in, b_out, eps):
    """Reflection, ion amplitude and transmission for unit incident wave."""
    k = np.atleast_1d(k)
    phase = np.exp(1j * k)
    matrix = np.zeros((len(k), 3, 3), complex)
    rhs = np.zeros((len(k), 3, 1), complex)
    matrix[:, 0, 0], matrix[:, 0, 1] = t, -b_in
    matrix[:, 1, 1], matrix[:, 1, 2] = b_out, -t
    matrix[:, 2, 0] = b_in * phase
    matrix[:, 2, 1] = -2 * t * np.cos(k) - eps
    matrix[:, 2, 2] = b_out * phase
    rhs[:, 0, 0] = -t
    rhs[:, 2, 0] = -b_in * phase.conj()
    solution = np.linalg.solve(matrix, rhs)[:, :, 0]
    return solution[:, 0], solution[:, 1], solution[:, 2]


def scattering_data(k, x, eps):
    """Force kernels, ion density per energy, transmission and S matrix."""
    k = np.atleast_1d(k)
    bL, bR = bonds(x)
    phase = np.exp(1j * k)
    norm2 = 1 / (4 * np.pi * t * np.sin(k))
    rL, ionL, tL = match_wave(k, bL, bR, eps)
    rR, ionR, tR = match_wave(k, bR, bL, eps)
    near_L = phase.conj() + rL * phase
    far_L = tL * phase
    near_R = phase.conj() + rR * phase
    far_R = tR * phase
    wL = 2 * q * norm2 * (bR * np.real(ionL.conj() * far_L)
                          - bL * np.real(near_L.conj() * ionL))
    wR = 2 * q * norm2 * (bR * np.real(ionR.conj() * near_R)
                          - bL * np.real(far_R.conj() * ionR))
    density = norm2 * (abs(ionL)**2 + abs(ionR)**2)
    S = np.array([[rL, tR], [tL, rR]]).transpose(2, 0, 1)
    return wL, wR, density, abs(tL)**2, S


n_k = 6000
k_grid = (np.arange(n_k) + 0.5) * np.pi / n_k
E_grid = -2 * t * np.cos(k_grid)
dE = 2 * t * np.sin(k_grid) * np.pi / n_k


def steady_force(x, eps, muL, muR):
    """Total force, sum part, difference part, and particle current."""
    wL, wR, _, trans, _ = scattering_data(k_grid, x, eps)
    fL, fR = fermi(E_grid, muL), fermi(E_grid, muR)
    total = 2 * np.sum(dE * (fL * wL + fR * wR))
    sum_part = np.sum(dE * (fL + fR) * (wL + wR))
    diff_part = np.sum(dE * (fL - fR) * (wL - wR))
    current = np.sum(dE * trans * (fL - fR)) / np.pi
    return total, sum_part, diff_part, current


def chain(n_lead, x, eps):
    size = 2 * n_lead + 1
    H = -t * (np.eye(size, k=1) + np.eye(size, k=-1))
    c = n_lead
    bL, bR = bonds(x)
    H[c, c] = eps
    H[c - 1, c] = H[c, c - 1] = -bL
    H[c + 1, c] = H[c, c + 1] = -bR
    return H


def separate_leads(n_lead):
    """Initial density matrix: two isolated filled leads and an empty ion."""
    lead = -t * (np.eye(n_lead, k=1) + np.eye(n_lead, k=-1))
    energy, vec = np.linalg.eigh(lead)
    rho = np.zeros((2 * n_lead + 1, 2 * n_lead + 1), complex)
    rho[:n_lead, :n_lead] = (vec * fermi(energy, mu_L)) @ vec.T
    rho[n_lead + 1:, n_lead + 1:] = (vec * fermi(energy, mu_R)) @ vec.T
    return rho


def evolve(rho, H, time):
    energy, vec = np.linalg.eigh(H)
    U = (vec * np.exp(-1j * energy * time)) @ vec.T
    return U @ rho @ U.conj().T


def measured_force(rho, x):
    c = rho.shape[0] // 2
    bL, bR = bonds(x)
    return 4 * q * (bR * rho[c, c + 1].real - bL * rho[c - 1, c].real)


def measured_current(rho, x):
    c = rho.shape[0] // 2
    return 4 * np.imag(-bonds(x)[1] * rho[c, c + 1])


# Force kernels against S-matrix derivatives and closed expressions.
k_test = np.array([0.5, 1.1, 1.7, 2.5])
step = 1e-4
for x in (0.0, x_shift):
    wL, wR, _, _, S = scattering_data(k_test, x, eps_ion)
    S_plus = scattering_data(k_test, x + step, eps_ion)[4]
    S_minus = scattering_data(k_test, x - step, eps_ion)[4]
    dS = (S_plus - S_minus) / (2 * step)
    from_S = -1j / (2 * np.pi) * (S.conj().transpose(0, 2, 1) @ dS)
    assert np.allclose(from_S[:, 0, 0], wL, atol=1e-6)
    assert np.allclose(from_S[:, 1, 1], wR, atol=1e-6)
    bL, bR = bonds(x)
    D = (-2 * t * np.cos(k_test) - eps_ion
         + (bL**2 + bR**2) * np.exp(1j * k_test) / t)
    front = 2 * q * np.sin(k_test) / (np.pi * t * abs(D)**2)
    skew = (bR**2 - bL**2) * np.cos(k_test) / t
    assert np.allclose(wL, front * bL**2 * (skew + D.real), atol=1e-11)
    assert np.allclose(wR, front * bR**2 * (skew - D.real), atol=1e-11)

# The scattering states are complete at the ion: no bound state is missing.
completeness = []
for x, eps in ((0.0, eps_ion), (x_shift, eps_ion), (0.0, -eps_ion)):
    ion_density = scattering_data(k_grid, x, eps)[2]
    completeness.append(np.sum(dE * ion_density))
assert np.allclose(completeness, 1, atol=1e-6)

# Long-time force and current, before reflections from the chain ends.
n_lead, long_time = 200, 150.0
rho_start = separate_leads(n_lead)
comparison = []
for x, eps in ((0.0, eps_ion), (x_shift, eps_ion), (0.0, -eps_ion)):
    rho_end = evolve(rho_start, chain(n_lead, x, eps), long_time)
    force_time = measured_force(rho_end, x)
    current_time = measured_current(rho_end, x)
    force_scatt, _, _, current_scatt = steady_force(x, eps, mu_L, mu_R)
    # The tolerance covers the remaining power-law transient.
    assert abs(force_time - force_scatt) < 3e-4
    assert abs(current_time - current_scatt) < 3e-4
    comparison.append((force_time, force_scatt))


# At equal chemical potentials the force is minus the slope of Omega.
def grand_potential(x):
    energy = np.linalg.eigvalsh(chain(n_lead, x, eps_ion))
    return -2 * kT * np.sum(np.logaddexp(0, -energy / kT))


h = 1e-3
force_omega = -(grand_potential(x_shift + h)
                - grand_potential(x_shift - h)) / (2 * h)
force_equal = steady_force(x_shift, eps_ion, 0.0, 0.0)[0]
assert abs(force_omega - force_equal) < 1e-5


# A moving ion: all runs end at x = 0, so only the lag differs.
def moving_force(speed):
    n_short, final_time, n_steps = 60, 50.0, 200
    dt = final_time / n_steps
    rho = separate_leads(n_short)
    for i in range(n_steps):
        x_mid = speed * ((i + 0.5) * dt - final_time)
        rho = evolve(rho, chain(n_short, x_mid, eps_ion), dt)
    return measured_force(rho, 0.0)


speed_SI = 300.0
speed = speed_SI / const.angstrom * hbar_eVs
force_rest = moving_force(0.0)
lag_full = moving_force(speed) - force_rest
lag_half = moving_force(speed / 2) - force_rest
assert abs(lag_full) > 1e-5
assert abs(lag_full / lag_half - 2) < 0.2

# Rigid continuum barrier: Hellmann-Feynman force against momentum transfer.
kinetic = const.hbar**2 / (2 * const.m_e * const.e * const.angstrom**2)
E_wave, barrier, width, z_end = 5.0, 5.0, 1.0, 8.0
k_wave = np.sqrt(E_wave / kinetic)


def continuum_rhs(z, y):
    V = barrier * np.exp(-(z / width)**2)
    slope = -2 * z / width**2 * V
    return [y[1], (V - E_wave) * y[0] / kinetic, abs(y[0])**2 * slope]


out = np.exp(1j * k_wave * z_end)
wave = solve_ivp(continuum_rhs, (z_end, -z_end),
                 np.array([out, 1j * k_wave * out, 0], complex),
                 method="DOP853", rtol=1e-10, atol=1e-12).y[:, -1]
incident = (wave[0] + wave[1] / (1j * k_wave)) / 2
reflected = (wave[0] - wave[1] / (1j * k_wave)) / 2
reflection = abs(reflected / incident)**2
kernel_HF = (-wave[2].real / abs(incident)**2
             / (4 * np.pi * kinetic * k_wave))
kernel_momentum = k_wave * reflection / np.pi
assert abs(kernel_HF - kernel_momentum) < 1e-7

# Direction of the force in the symmetric bond model.
force0, _, _, current0 = steady_force(0.0, eps_ion, mu_L, mu_R)
force_flip = steady_force(0.0, -eps_ion, mu_L, mu_R)[0]
assert force0 > 0 > force_flip
assert abs(steady_force(0.0, eps_ion, 0.0, 0.0)[0]) < 1e-10
total_s, sum_s, diff_s, _ = steady_force(x_shift, eps_ion, mu_L, mu_R)
wL0, wR0, _, T0, _ = scattering_data(np.pi / 2, 0.0, eps_ion)
current_uA = current0 * const.e / hbar_eVs * 1e6

print(f"Lead hopping t: {t:.2f} eV")
print(f"Ion bond hopping b: {b:.2f} eV")
print(f"Bond decay constant q: {q:.2f} 1/angstrom")
print(f"Ion level eps: {eps_ion:.2f} eV")
print(f"Thermal energy kT: {kT:.3f} eV")
print(f"Left chemical potential: {mu_L:.2f} eV")
print(f"Right chemical potential: {mu_R:.2f} eV")
print(f"At E=0, x=0: w_L = {wL0[0]:.6f} 1/angstrom")
print(f"At E=0, x=0: w_R = {wR0[0]:.6f} 1/angstrom")
print(f"At E=0, x=0: transmission = {T0[0]:.6f} (no unit)")
print(f"Completeness at ion, x=0: {completeness[0]:.8f} (no unit)")
print(f"Force at x=0, scattering: {force0:.6f} eV/angstrom")
print(f"Same force converted: {force0 * to_nN:.6f} nN")
print(f"Force at x=0, propagation: {comparison[0][0]:.6f} eV/angstrom")
print(f"Propagation: {n_lead} sites per lead")
print(f"Propagation time: {long_time * hbar_eVs * 1e15:.3f} fs")
print(f"Electron-flow current at x=0: {current_uA:.4f} microampere")
print(f"Reversed ion level: {-eps_ion:.2f} eV")
print(f"Force with reversed level: {force_flip:.6f} eV/angstrom")
print(f"Same, propagation: {comparison[2][0]:.6f} eV/angstrom")
print(f"Displaced ion x: {x_shift:.3f} angstrom")
print(f"Displaced ion, total force: {total_s:.6f} eV/angstrom")
print(f"Displaced ion, propagation: {comparison[1][0]:.6f} eV/angstrom")
print(f"Displaced ion, occupation-sum part: {sum_s:.6f} eV/angstrom")
print(f"Displaced ion, difference part: {diff_s:.6f} eV/angstrom")
print(f"Displaced ion, both mu=0: {force_equal:.6f} eV/angstrom")
print(f"Displaced ion, -dOmega/dx: {force_omega:.6f} eV/angstrom")
print(f"Ion speed in lag test: {speed_SI:.1f} m/s")
print(f"Lag force at this speed: {lag_full:.6f} eV/angstrom")
print(f"Lag force at half speed: {lag_half:.6f} eV/angstrom")
print(f"Ratio of lag forces: {lag_full / lag_half:.4f} (no unit)")
print(f"Continuum electron energy: {E_wave:.2f} eV")
print(f"Gaussian barrier height: {barrier:.2f} eV")
print(f"Gaussian width a in exp(-(z/a)^2): {width:.2f} angstrom")
print(f"Continuum wave number: {k_wave:.6f} 1/angstrom")
print(f"Continuum reflection: {reflection:.6f} (no unit)")
print(f"Continuum w_L, expectation: {kernel_HF:.8f} 1/angstrom")
print(f"Continuum w_L, momentum: {kernel_momentum:.8f} 1/angstrom")
print("ALL CHECKS PASSED")
```

Printed output:

```
Lead hopping t: 1.00 eV
Ion bond hopping b: 0.80 eV
Bond decay constant q: 1.00 1/angstrom
Ion level eps: -0.30 eV
Thermal energy kT: 0.050 eV
Left chemical potential: 0.20 eV
Right chemical potential: -0.20 eV
At E=0, x=0: w_L = 0.070719 1/angstrom
At E=0, x=0: w_R = -0.070719 1/angstrom
At E=0, x=0: transmission = 0.947929 (no unit)
Completeness at ion, x=0: 1.00000000 (no unit)
Force at x=0, scattering: 0.056455 eV/angstrom
Same force converted: 0.090450 nN
Force at x=0, propagation: 0.056455 eV/angstrom
Propagation: 200 sites per lead
Propagation time: 98.732 fs
Electron-flow current at x=0: 29.3323 microampere
Reversed ion level: 0.30 eV
Force with reversed level: -0.056455 eV/angstrom
Same, propagation: -0.056455 eV/angstrom
Displaced ion x: 0.050 angstrom
Displaced ion, total force: 0.245893 eV/angstrom
Displaced ion, propagation: 0.245892 eV/angstrom
Displaced ion, occupation-sum part: 0.189686 eV/angstrom
Displaced ion, difference part: 0.056206 eV/angstrom
Displaced ion, both mu=0: 0.191493 eV/angstrom
Displaced ion, -dOmega/dx: 0.191493 eV/angstrom
Ion speed in lag test: 300.0 m/s
Lag force at this speed: -0.002374 eV/angstrom
Lag force at half speed: -0.001186 eV/angstrom
Ratio of lag forces: 2.0023 (no unit)
Continuum electron energy: 5.00 eV
Gaussian barrier height: 5.00 eV
Gaussian width a in exp(-(z/a)^2): 1.00 angstrom
Continuum wave number: 1.145575 1/angstrom
Continuum reflection: 0.350622 (no unit)
Continuum w_L, expectation: 0.12785367 1/angstrom
Continuum w_L, momentum: 0.12785367 1/angstrom
ALL CHECKS PASSED
```
